Why momentum alone misjudges optical strengths with nonlocal pseudopotentials

A band calculation for a crystal supplies energies and wave functions, and one wants from them the electronic dielectric constant. A uniform electric field couples to the electron's position, so the response needs matrix elements of **r** between filled and empty states. In an infinite crystal **r** is awkward, because it is not periodic, while the momentum **p** is easy: it multiplies each plane wave by its wave vector. It is tempting to compute momentum elements and divide by the energy difference. The pseudopotential, however, often acts differently on s, p and d waves, which makes it a nonlocal operator. Does the replacement of position by momentum survive?

It does not, and one electron bound to one centre suffices to show it.

**A centre that can be solved**

I use Rydberg atomic units: ħ = 1, electron mass 1/2, e² = 2. Lengths are in bohr, energies in Ry, and the kinetic energy is p². Plane waves are ⟨r|k⟩ = exp(i**k·r**), with completeness ∫d³k/(2π)³ |k⟩⟨k| = 1.

Take a separable attractive potential,

H = p² + V, V = −λ|g⟩⟨g|, g(k) = 1/(k² + β²).

Since g depends on the magnitude of **k** alone, V acts on s waves and gives zero on every other angular momentum. For a bound state φ of energy −κ², the equation Hφ = −κ²φ reads

(k² + κ²) φ(k) = λ g(k) ⟨g|φ⟩.

With N = λ⟨g|φ⟩, a constant, this gives

φ(k) = N g(k)/(k² + κ²) = N/[(k² + κ²)(k² + β²)].

Inserting φ into N = λ⟨g|φ⟩ and cancelling N fixes the strength:

1/λ = (1/2π²) ∫₀^∞ dk k²/[(k² + β²)²(k² + κ²)].

To do the integral, start with a single factor k² + b². Partial fractions give

k²/[(k² + b²)(k² + κ²)] = [b²/(k² + b²) − κ²/(k² + κ²)]/(b² − κ²),

whose integral is (π/2)(b − κ)/(b² − κ²) = π/[2(b + κ)]. Applying −d/d(b²) = −(1/2b) d/db squares the factor 1/(k² + b²) and turns the result into π/[4b(b + κ)²]. At b = β, therefore,

λ = 8πβ(β + κ)².

For κ = 0.5 and β = 1.5 per bohr, λ = 8π × 1.5 × 4 = 150.8. Diagonalizing the s-wave Hamiltonian on a momentum grid with this λ returns the energy −0.2500 Ry, as it should.

**The true amplitude and the momentum amplitude**

The function **r**φ is a p wave. V does not act on p waves, so the final states that light can reach are free, with energy k². A full plane wave is not an eigenstate of H, because its s part is distorted, but that part has no overlap with **r**φ or **p**φ. Plane waves may therefore be used for both amplitudes.

Differentiating φ(k) = ∫d³r exp(−i**k·r**)φ(r) brings down −i**r**, hence

⟨k|**r**|φ⟩ = i∇φ(k).

The logarithmic derivative of φ has one term from each factor in its denominator:

∇φ = −2**k** φ [1/(k² + κ²) + 1/(k² + β²)].

The transition energy is ΔE = k² + κ². Multiplying by it gives

ΔE ⟨k|**r**|φ⟩ = −2i**k** φ(k) R(k), R(k) = 1 + (k² + κ²)/(k² + β²).

If momentum alone were sufficient, the right side would be the element of −2i**p**, which is −2i**k**φ(k). The factor R is missing.

Its origin can be traced. The potential contributes

⟨k|V**r** − **r**V|φ⟩.

The first part vanishes, since ⟨g|**r**|φ⟩ joins two s waves through a vector. For the second, Vφ = −Ng, so that −⟨k|**r**V|φ⟩ = iN∇g = −2i**k**Ng². But Ng = (k² + κ²)φ, and the result is

⟨k|[V, **r**]|φ⟩ = −2i**k** φ(k) (k² + κ²)/(k² + β²).

This is the missing part, with the right sign and size.

At k = 1 per bohr, R = 1 + 1.25/3.25 = 1.385, and the true strength, proportional to R², is 1.92 times the momentum-only strength. At k = 0.5 the strength ratio is 1.44, and at k = 3 it is 3.32. Radial integrals of the real-space orbital with free p waves reproduce the three amplitude ratios.

Two limits show what controls the error. At fixed k, a projector of very short range (β → ∞) gives R − 1 ≈ (k² + κ²)/β², which vanishes. At fixed β and large k, R tends to 2 and the strength ratio to 4. There φ falls as 1/k⁴, and the position operator measures the slope of this whole fall. Half of the slope comes from the energy denominator, which the momentum term accounts for, and half from g, which it does not.

**Sum rules and polarizability**

For a local potential the strengths ΔE|⟨f|x|φ⟩|² add up to 1 in these units. Here three sums must be distinguished:

F = Σ ΔE |⟨f|x|φ⟩|²,
F_p = Σ |⟨f|2p_x|φ⟩|²/ΔE,
M = Σ ⟨φ|x|f⟩⟨f|−2ip_x|φ⟩.

Completeness turns M into −2i⟨φ|x p_x|φ⟩. For a real orbital ⟨p_x x⟩ = −⟨x p_x⟩, so [x, p_x] = i gives ⟨x p_x⟩ = i/2 and M = 1, whatever the potential. Each term of M is positive here, because ΔE⟨f|x|φ⟩ is R times the element of −2ip_x. If w is a term of M, the corresponding terms of F and F_p are wR and w/R. Thus F is the average of R, with weights that add to 1, and F_p is the average of 1/R. Since R > 1,

F_p < 1 < F.

The numbers are F = 1.352, F_p = 0.750 and M = 1.000. The mixed sum is satisfied and yet says nothing about the error. The true sum differs from 1 for a good reason. Expanding the double commutator and using Hφ = −κ²φ gives

½⟨[x, [H, x]]⟩ = ⟨xHx⟩ + κ²⟨x²⟩ = F.

The kinetic part of the left side is ½[x, −2ip_x] = 1. In the potential part, ½⟨2xVx − x²V − Vx²⟩, the term xVx vanishes because xφ is a p wave, and

F = 1 + λ⟨g|φ⟩⟨φ|x²|g⟩.

Evaluated in real space, this also gives 1.352. Scaling the strengths so that they add to 1 would be a mistake for this Hamiltonian.

Screening is governed by the static polarizability. In a field E along x the perturbation is eEx. The second-order energy is −e²E² Σ|⟨f|x|φ⟩|²/ΔE, and setting it equal to −αE²/2 with e² = 2 gives

α = 4 Σ |⟨f|x|φ⟩|²/ΔE.

The true position elements give α = 10.60 bohr³. Momentum elements divided by ΔE give 7.25 bohr³, which is 32 % below the true value.

A calculation without any velocity operator decides between them. The first-order function ψ₁ obeys (H + κ²)ψ₁ = xφ, and α = 4⟨φ|x|ψ₁⟩. Since ψ₁ is a p wave, V drops out. Writing ψ₁ = (u/r)cos θ gives

−u″ + 2u/r² + κ²u = r²φ(r), α = (16π/3) ∫₀^∞ u r² φ dr.

The numerical solution yields 10.60 bohr³.

**The correct statement and its proof**

Let H = p² + V_loc(r) + V_NL, and let i and f be eigenstates of this same H between which **r** has a finite matrix element. Then

(E_f − E_i)⟨f|**r**|i⟩ = ⟨f|−2i**p**|i⟩ + ⟨f|[V_NL, **r**]|i⟩.

For the proof, let H act to the left and to the right in ⟨f|H**r** − **r**H|i⟩. This gives (E_f − E_i)⟨f|**r**|i⟩, so the left side is the element of [H, **r**]. The kinetic part follows from [p_x, x] = −i:

[p_x², x] = p_x[p_x, x] + [p_x, x]p_x = −2ip_x.

A local potential multiplies by a function of **r** and commutes with **r**. A nonlocal one has a kernel V(r, r′), and

⟨r|[V_NL, **r**]|r′⟩ = V(r, r′)(**r**′ − **r**),

which vanishes for a kernel proportional to δ(**r** − **r**′), but not in general. This completes the proof. In terms of the velocity,

**v** = i[H, **r**] = 2**p** + i[V_NL, **r**], ⟨f|**v**|i⟩ = i(E_f − E_i)⟨f|**r**|i⟩.

The coupling to light confirms the reading. A constant, uniform vector potential produces no field, so it must be removable by a phase factor. Let **a** be this potential in units that absorb the charge. The Hamiltonian is then

exp(i**a·r**) H exp(−i**a·r**) = H + i[**a·r**, H] + … = H − **a·v** + …

The linear coupling contains **v**, commutator included. Replacing **p** by **p** − **a** in the kinetic energy and leaving V_NL alone would give −2**a·p**. That Hamiltonian is in general not related to H by this phase factor, so a potential without a field could then have physical effects.

Momentum alone is right when V_NL is absent, and also for a particular pair of states whose commutator element vanishes. The statement has limits. If E_f = E_i, the left side is zero and nothing is learned about **r**. If the potential depends on energy, i and f belong to different Hamiltonians and the first step of the proof fails. Finally, the commutator makes the strengths consistent with the pseudo-Hamiltonian. It does not turn pseudo-orbitals into the true orbitals inside the core.

A rigid upward shift Δ of all empty states, often used to correct a band gap, is a further case. It is itself a nonlocal operator. It leaves the eigenstates, and so the interband position elements, unchanged, while the velocity elements must grow by the factor (ΔE + Δ)/ΔE. Momentum elements do not change at all.

**The same statement in a crystal**

Write a Bloch state as exp(i**k·r**)u, where u is periodic and an eigenfunction of H_k = exp(−i**k·r**) H exp(i**k·r**). Differentiating the two exponentials gives

∂H_k/∂**k** = i[H_k, **r**],

which is the velocity acting on periodic functions. It is periodic although **r** is not, because the commutator contains just the difference **r**′ − **r**.

Differentiate H_k u_v = E_v u_v and project on an empty state u_c. The term with ∂E_v/∂**k** drops out by orthogonality, and

⟨u_c|∂H_k/∂**k**|u_v⟩ = (E_v − E_c)⟨u_c|∂u_v/∂**k**⟩.

Orthogonality at each k also gives ⟨∂u_c/∂**k**|u_v⟩ = −⟨u_c|∂u_v/∂**k**⟩. For a small wave vector **q**, therefore,

⟨u_c,k+q|u_v,k⟩ ≈ **q·**⟨u_c|**v**|u_v⟩/(E_c − E_v).

The left side is the matrix element of exp(i**q·r**), the coupling to a slowly varying potential. It can be computed from wave functions at two neighbouring points without any velocity operator. With degenerate levels, the squares are summed over the whole level.

For the dielectric constant, the polarizability formula is summed over filled and empty bands, with a factor 2 for spin and an average over N_k points. For a cell of volume Ω, ε = 1 + 4πα/Ω becomes

ε = 1 + (32π/ΩN_k) Σ |⟨c|v_x|v⟩|²/(E_c − E_v)³.

Two powers of the energy difference convert velocity to position and the third is the response denominator. The formula treats electrons as independent and neglects local fields, the variations of the induced field within a cell.

**A crystal in the regime of silicon**

The model has the diamond structure with lattice constant a = 0.543 nm and atoms at ±**τ**, **τ** = (a/8)(1,1,1). Its local potential has Fourier coefficients V_G cos(**G·τ**), with V_G = −0.26, −0.04 and 0.03 Ry at |G|² = 3, 8 and 11 in units of (2π/a)². Each atom also carries a repulsive s projector of strength D = 0.6 Ry, a normalized Gaussian of radius ρ = 1 bohr. With **K** = **k** + **G**,

b(K) = (4πρ²)^{3/4} exp(−ρ²K²/2),
⟨K|V_NL|K′⟩ = (2D/Ω) cos[(**G** − **G**′)**·τ**] b(K) b(K′).

The local part depends on **G** − **G**′ alone and has no k-derivative. The Gaussians give

∂⟨K|V_NL|K′⟩/∂k_x = −ρ²(K_x + K′_x)⟨K|V_NL|K′⟩.

This is the commutator term, to be added to 2K_x.

A first test needs one band. The slope of a nondegenerate band equals the diagonal element of ∂H_k/∂**k**. For the lowest band at **k** = (0.3, 0.2, 0.1)2π/a, finite differences of the energy give 0.2476 Ry bohr along x. The full velocity gives 0.2476 and the momentum term 0.3475, which is 40 % too large.

At the zone centre the top valence states form a p-like triplet. An s-like empty state lies 3.49 eV above it and a p-like triplet 3.39 eV above it. The squared velocity elements, summed over the states of both levels and averaged over directions, are in Ry² bohr²:

to the s-like state: full 0.862, momentum only 1.608;
to the p-like triplet: full 2.131, momentum only 2.131.

The first momentum-only value is 87 % too large, while the second is right. Symmetry explains the difference. For an atom's projector |b⟩, with **r** measured from that atom,

⟨c|[V_NL, **r**]|v⟩ = D Σ_atoms (⟨c|b⟩⟨b|**r**|v⟩ − ⟨c|**r**|b⟩⟨b|v⟩).

A p-like triplet transforms like x, y, z about each atom and has no overlap with a spherical b. If both states are p-like, both terms vanish. If c is s-like, the first survives. The small-q overlap gives 0.861 for the s-like transition, in agreement with the full velocity.

With 2048 k points in the zone, the dielectric constants are

full velocity: ε = 10.20; momentum only: ε = 12.32.

In terms of ε − 1, which measures the polarization, the ratio is 11.32/9.20 = 1.23, an error of 23 %. In the bound centre momentum alone gave too little response, and here it gives too much. The commutator is linear in the nonlocal part of the potential, which is attractive there and repulsive here. That this reversal of sign accounts for the opposite errors is plausible, but it is not proved, since the states differ too.

The independent definition was evaluated with 256 k points and q = 0.001 per bohr. It gives 10.515. On the same mesh the full velocity gives 10.515 and momentum alone 12.765. The mesh is too coarse for the final value, but it is the same in all three numbers. Going from 2048 to 6912 points moves the full result by −0.001, and raising the plane-wave cutoff from 10 to 16 Ry, on the 256-point mesh, moves it by less than 0.001. A larger basis does not cure the error: the same change of cutoff moves the momentum-only value by less than 0.001 as well.

As a control, the projector was removed and the local coefficients were set to −0.21, 0.04 and 0.08 Ry. Momentum alone then gives 18.913 and the small-q definition 18.912. These come from 32 k points, and no convergence is claimed for their size. What matters is that they agree once the potential is local.

**Reading the numbers beside real silicon**

The lattice constant is that of silicon. The model's indirect gap is 1.06 eV, with the conduction minimum on the line from the zone centre to X. The 2048-point mesh misses that line and gives 1.2 eV instead. The indirect gap and the smallest direct gap on the mesh, 3.3 eV, are close to the rough real values of 1.1 and 3.4 eV. The likeness does not extend to all bands: the valence bands of the model are about 9.6 eV wide, against roughly 12.5 eV in silicon. The measured static dielectric constant is roughly 12, and the momentum-only value of 12.3 lies nearer to it than the consistent 10.2. This is no argument for momentum alone, which fails to reproduce the response of the very Hamiltonian it is applied to. The potential is not self-consistent and has one s projector per atom, so the 23 % belongs to this model and is not an estimate for silicon.

Real silicon also departs from the independent-electron formula. Local fields, included through the inverse dielectric matrix on the 256-point mesh, lower ε by 0.77 with 27 reciprocal vectors. With 15 vectors the result is still 0.22 higher, so 27 vectors are not enough. With 89 vectors the lowering grows to 1.06, and with 169 to 1.07. The last digit depends on the mesh: with 864 k points the 89-vector value is 1.05. A gap wider by 0.1 eV, a rough measure of thermal and spin-orbit changes, lowers ε by 0.20 when the position elements are held fixed. Both are smaller than the 2.1 by which the missing commutator changes ε. Exchange-correlation response, electron-hole attraction and core polarization are left out and have not been sized here.

Numbers as computed

```
A: separable centre
kappa = 0.5 1/bohr, beta = 1.5 1/bohr, lambda = 150.7964 (Ry units)
bound energy from diagonalization = -0.250000 Ry
k = 0.5 1/bohr: true/momentum amplitude = 1.2000, strength = 1.4400
k = 1.0 1/bohr: true/momentum amplitude = 1.3846, strength = 1.9172
k = 3.0 1/bohr: true/momentum amplitude = 1.8222, strength = 3.3205
strength sum, true = 1.3519; from double commutator = 1.3519
strength sum, momentum only = 0.7500; mixed = 1.0000
polarizability, true = 10.602 bohr^3
polarizability, direct field response = 10.602 bohr^3
polarizability, momentum only = 7.250 bohr^3
B: model crystal in the regime of silicon
lattice constant = 0.543 nm = 10.2612 bohr, cell = 270.11 bohr^3
form factors (Ry) at |G|^2 = 3, 8, 11: [-0.26, -0.04, 0.03]
projector strength = 0.6 Ry, radius = 1.0 bohr, cutoff = 10.0 Ry
lowest band at k = (0.3,0.2,0.1) 2pi/a: slope dE/dkx = 0.24764 Ry bohr
  full velocity = 0.24764, momentum only = 0.34746 Ry bohr
zone centre: valence to s-like state = 3.494 eV, to p-like = 3.391 eV
s-like |v|^2: full = 0.86152, small-q = 0.86147, momentum = 1.60845 Ry^2 bohr^2
p-like |v|^2: full = 2.13051, momentum = 2.13051 Ry^2 bohr^2
smallest direct gap on mesh = 3.309 eV, indirect gap = 1.220 eV
eps, 2048 k points: full velocity = 10.2021, momentum only = 12.3224
error of momentum only in eps - 1 = 23.04 %
eps, 256 k points: full = 10.5148, small-q = 10.5146, momentum = 12.7652
shift of full eps, 2048 to 6912 k points = -0.00094
shift of full eps, cutoff 10 to 16 Ry (256 k points) = +0.00039
shift of momentum-only eps, same cutoff change = +0.00051
local form factors (Ry) of control: [-0.21, 0.04, 0.08]
local control, 32 k points: momentum eps = 18.9131, small-q eps = 18.9120
local fields, 256 k points: eps = 9.7490 (27 G), 9.9723 (15 G)
change of eps by local fields = -0.7656
change of eps for a gap wider by 0.1 eV = -0.1951
```
